# Static polarisation and RPA dielectric constant of undoped graphene

**1. Definitions and conventions**

Near each of the two corners of its Brillouin zone, graphene is described by a massless Dirac Hamiltonian. With $\mathbf k$ measured from the corner,

$$H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k,\qquad E_s(\mathbf k)=s\hbar vk,\qquad |\mathbf k,s\rangle=\frac{1}{\sqrt2}\begin{pmatrix}1\\ s\,e^{i\varphi_{\mathbf k}}\end{pmatrix},\quad s=\pm1. \tag{1}$$

Here $\boldsymbol\sigma$ acts on the two sublattices and $\varphi_{\mathbf k}$ is the direction of $\mathbf k$. The other valley has $k_x\to-k_x$. This mirror image preserves the angle between two wavevectors up to sign, so both valleys contribute equally. With two spins there are $g=4$ equal flavours. Scattering between valleys is left out, which requires a potential smooth on the atomic scale.

Let $U(\mathbf r)=U_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ be the total static potential energy of an electron, and $\delta n$ the resulting change of electron number density. The polarisation is defined with a sign that makes it positive:

$$\delta n_{\mathbf q}=-\Pi(q)\,U_{\mathbf q}. \tag{2}$$

The symbol $e^2$ stands for $e^2/(4\pi\varepsilon_0)$ in SI units, and the coupling constant is $\alpha=e^2/(\hbar v)$. The sheet is in vacuum. "Undoped" means that at zero temperature the lower cone is full and the upper cone empty.

**2. The sum over transitions**

Let $|i\rangle$ be unperturbed one-electron states with occupations $f_i$, and let $A$ be the area. The density component is the expectation value of $\rho=e^{-i\mathbf q\cdot\mathbf r}$, divided by $A$. First-order perturbation theory with $W=U_{\mathbf q}\rho^\dagger+U_{\mathbf q}^*\rho$ gives

$$\delta n_{\mathbf q}=\frac1A\sum_{ij}f_i\,\frac{\langle i|\rho|j\rangle\langle j|W|i\rangle+\langle i|W|j\rangle\langle j|\rho|i\rangle}{E_i-E_j}.$$

The part of $W$ containing $\rho$ drops out, because two factors of $\rho$ change the momentum by $2\mathbf q$ and cannot return to the same state. In the second product, exchange the labels $i$ and $j$; its denominator changes sign. Comparison with (2) gives

$$\Pi=\frac1A\sum_{ij}|\langle j|e^{i\mathbf q\cdot\mathbf r}|i\rangle|^2\,\frac{f_i-f_j}{E_j-E_i}. \tag{3}$$

For the cones, $i=(\mathbf k,s)$ and $j=(\mathbf k',s')$ with $\mathbf k'=\mathbf k+\mathbf q$. If $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$, the spinors in (1) give

$$F_{ss'}=\tfrac14\left|1+ss'e^{i\theta}\right|^2=\tfrac12(1+ss'\cos\theta), \tag{4}$$

$$\Pi=g\sum_{ss'}\int\!\frac{d^2k}{(2\pi)^2}\,F_{ss'}\,\frac{f_s(\mathbf k)-f_{s'}(\mathbf k')}{E_{s'}(\mathbf k')-E_s(\mathbf k)}. \tag{5}$$

In the undoped ground state the terms with $s=s'$ vanish, since both states are full or both are empty. For $(s,s')=(-,+)$ the occupation fraction is $1/[\hbar v(k+k')]$. For $(+,-)$ it is $(-1)/[-\hbar v(k+k')]$, the same value. The two terms cancel the factor $\tfrac12$ in (4), so

$$\Pi(q)=\frac{g}{\hbar v}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1-\cos\theta}{k+k'}. \tag{6}$$

At large $k$, with $\varphi$ the angle between $\mathbf k$ and $\mathbf q$, one has $\theta\simeq q\sin\varphi/k$ up to sign. The integrand is then $q^2\sin^2\varphi/(4k^3)$. With the measure $k\,dk$ it decays as $1/k^2$, so the integral converges without a cutoff. Since $q$ is the only length scale left, measuring $k$ in units of $q$ shows that $\Pi\propto q/(\hbar v)$. The remaining task is the coefficient.

**3. The integral in elliptic coordinates**

The integrand depends on the distances $k$ and $k'$ from two fixed points, which suggests elliptic coordinates with those points as foci. Take $\mathbf q$ along $x$ and write $\mathbf k=\mathbf K-\mathbf q/2$, $\mathbf k'=\mathbf K+\mathbf q/2$, with

$$\mathbf K=\frac q2(\cosh\eta\cos\nu,\ \sinh\eta\sin\nu),\qquad \eta\ge0,\quad 0\le\nu<2\pi.$$

For the first distance,

$$\frac{4k^2}{q^2}=(\cosh\eta\cos\nu-1)^2+(\cosh^2\eta-1)(1-\cos^2\nu)=(\cosh\eta-\cos\nu)^2.$$

The second follows by changing the sign of $\cos\nu$. Hence

$$k+k'=q\cosh\eta,\qquad k'-k=q\cos\nu,\qquad kk'=\frac{q^2}{4}(\cosh^2\eta-\cos^2\nu). \tag{7}$$

The Jacobian of $\mathbf K$ is $(q^2/4)(\sinh^2\eta\cos^2\nu+\cosh^2\eta\sin^2\nu)$. Replacing $\sinh^2\eta$ by $\cosh^2\eta-1$ turns this into $(q^2/4)(\cosh^2\eta-\cos^2\nu)$, so $d^2k=kk'\,d\eta\,d\nu$.

The angle follows from $q^2=k^2+k'^2-2kk'\cos\theta$:

$$1-\cos\theta=\frac{q^2-(k'-k)^2}{2kk'}=\frac{q^2\sin^2\nu}{2kk'}. \tag{8}$$

The product $kk'$ cancels between the measure and (8), and the integral factorises:

$$\Pi=\frac{g}{4\pi^2\hbar v}\,\frac q2\int_0^{2\pi}\!\sin^2\nu\,d\nu\int_0^\infty\!\frac{d\eta}{\cosh\eta}. \tag{9}$$

The first integral is $\pi$. The second is $[2\arctan e^\eta]_0^\infty=\pi-\pi/2=\pi/2$. Therefore

$$\Pi(q)=\frac{g\,q}{16\hbar v}=\frac{q}{4\hbar v}\qquad(g=4). \tag{10}$$

Direct quadrature of (5) with explicit spinors gives $\Pi\hbar v/q=0.250000$.

The polarisation vanishes as $q\to0$ because the neutral sheet has no density of states at the Fermi level. At finite $q$ the main contribution comes from transitions with $k$ of order $q$. Their number per area grows as $q^2$ and their energy as $q$, so the response grows in proportion to $q$.

**4. Self-consistent screening**

The Coulomb interaction in three dimensions has the transform $4\pi e^2/(q^2+k_z^2)$. For charges confined to the plane $z=0$, integration over $k_z$ gives

$$V(q)=\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,\frac{4\pi e^2}{q^2+k_z^2}=\frac{2\pi e^2}{q}. \tag{11}$$

In the random-phase approximation (RPA), electrons respond as independent particles to the sum of the external potential and the average potential of the induced density:

$$U=U_{\rm ext}+V\,\delta n=U_{\rm ext}-V\Pi U. \tag{12}$$

Solving for $U$ gives $U=U_{\rm ext}/\varepsilon$ with

$$\varepsilon=1+V\Pi=1+\frac{2\pi e^2}{q}\,\frac{q}{4\hbar v}=1+\frac{\pi\alpha}{2}. \tag{13}$$

In SI form this is $\varepsilon=1+e^2/(8\varepsilon_0\hbar v)$. The interaction falls as $1/q$, the polarisation rises as $q$, and the product has no length scale. Within this model a weak potential in the plane keeps its shape and is reduced by one factor. If it comes from an external density $n_{\rm ext}$ of electron-like charge in the same plane, then $U_{\rm ext}=Vn_{\rm ext}$ and

$$\delta n=-\Pi\,\frac{Vn_{\rm ext}}{\varepsilon}=-\Bigl(1-\frac1\varepsilon\Bigr)n_{\rm ext}. \tag{14}$$

The compensating charge sits where the external charge sits, and the compensation is incomplete.

**5. Temperature and doping**

A second length scale enters when carriers are present. Let $\mu$ be the chemical potential and $T$ the temperature. The electron and hole occupations are $f_{e,h}(k)=\{\exp[(\hbar vk\mp\mu)/k_BT]+1\}^{-1}$, with the upper sign for electrons. Relative to the undoped ground state the occupations change by $\delta f_+=f_e$ and $\delta f_-=-f_h$.

Equation (5) is linear in the occupations. The substitution $\mathbf k\to-\mathbf k'$ maps its second occupation term onto the first, so the change of $\Pi$ is twice the first term, taken as a principal value. For $s=+$ the sum over final states, with $c=\cos\theta$, is

$$\frac{1}{2\hbar v}\left[\frac{1+c}{k'-k}-\frac{1-c}{k'+k}\right]=\frac{1}{\hbar v}\,\frac{k+ck'}{k'^2-k^2}. \tag{15}$$

For $s=-$ it has the opposite sign, which cancels the minus sign of $\delta f_-$; electrons and holes therefore add. Now $ck'=k+q\cos\varphi$ is the component of $\mathbf k'$ along $\mathbf k$, and $k'^2-k^2=q^2+2kq\cos\varphi$. Writing $q\cos\varphi=(q/2k)[(q+2k\cos\varphi)-q]$ in the numerator gives

$$\frac{2k+q\cos\varphi}{q(q+2k\cos\varphi)}=\frac1{2k}\left[1-\frac{q^2-4k^2}{q(q+2k\cos\varphi)}\right].$$

With $t=\tan(\varphi/2)$, the angular average of $1/(q+2k\cos\varphi)$ becomes

$$\frac1{2\pi}\,\mathrm P\!\!\int_{-\infty}^{\infty}\frac{2\,dt}{(q+2k)+(q-2k)t^2}.$$

It equals $1/\sqrt{q^2-4k^2}$ for $q>2k$. For $q<2k$ it is proportional to $\mathrm P\!\int dt/(b^2-t^2)$ with $b^2=(2k+q)/(2k-q)$. The antiderivative $(1/2b)\ln|(b+t)/(b-t)|$ vanishes at both ends and its divergences at the poles cancel, so the principal value is zero.

The change of $\Pi$ is thus $(2g/\hbar v)\int(k\,dk/2\pi)(f_e+f_h)(1/2k)[\ldots]$. Dividing by (10) and setting $\kappa=k/q$,

$$\frac{\Pi}{q/4\hbar v}=1+\frac8\pi\int_0^\infty\!d\kappa\,(f_e+f_h)\left[1-\sqrt{1-4\kappa^2}\;\Theta(1-2\kappa)\right]. \tag{16}$$

Two limits matter. If all carriers have $k\ll q$, the bracket is about $2\kappa^2$. For $\mu=0$, using $\int_0^\infty x^2dx/(e^x+1)=\tfrac32\zeta(3)$, the correction is

$$\frac{\Pi}{q/4\hbar v}-1\simeq\frac{48\,\zeta(3)}{\pi}\left(\frac{k_BT}{\hbar vq}\right)^3. \tag{17}$$

The number of thermal carriers grows as $T^2$, and the contribution of each, $(1/2k)(2\kappa^2)=k/q^2$, is proportional to $k$ and so adds one more power of $T$. In the opposite limit $q\to0$ the bracket is 1. At zero temperature with Fermi wavevector $k_F$, this gives $\Pi\to2k_F/(\pi\hbar v)$, the density of states, and $V\Pi\to4\alpha k_F/q$. The dielectric function then diverges at long wavelength, as in a metal. The constant (13) holds when $q$ is large compared with $k_F$ and $k_BT/\hbar v$, yet small compared with the size of the Brillouin zone, so that the bands are still conical.

**6. The full lattice**

The cone is the low-energy part of a honeycomb tight-binding band. With hopping $t_0$, lattice constant $a$ and bond vectors $\boldsymbol\delta_j$, the energies are $\pm t_0|f(\mathbf k)|$, where $f=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$, and the cone velocity is given by $\hbar v=\sqrt3\,at_0/2$. In (3) the cosine in the overlap becomes $\mathrm{Re}(f^*_{\mathbf k}f_{\mathbf k'})/|f_{\mathbf k}f_{\mathbf k'}|$. A sum over the whole zone carries the spin factor 2 alone; the valley factor must come from the two corners.

With $a=0.246$ nm, $t_0=3.090$ eV and $\mathbf q$ along a primitive lattice vector, a $3000\times3000$ mesh gives $\Pi/(q/4\hbar v)=1.0008$, 1.0015, 1.0002 and 0.9896 at $q=0.209$, 0.5, 1 and 2 nm$^{-1}$. The factor of four is confirmed, and the departure reaches about 1% at the last wavevector. These ratios depend slightly on direction: with $\mathbf q$ along a reciprocal lattice vector the last becomes 0.9917. On convergence of the mesh the first value rises by about 0.0002, to 1.0010, and the others keep the digits shown, so the small variation among the first three belongs to the lattice band.

Equations (3) and (13) can also be tested without perturbation theory. A honeycomb lattice was diagonalized in a cosine potential of amplitude 0.1 meV and period 12 cells, $q=2.458$ nm$^{-1}$ along a reciprocal lattice vector, on a $48\times48$ mesh. The density response gives $\Pi=0.91812$ (eV nm$^2$)$^{-1}$, equal to the sum over states on the same mesh to the digits shown. Iterating the Hartree potential (12), with only the Fourier component of the modulation kept, gives $\varepsilon=4.3798$, the value of $1+V\Pi$ there. These figures belong to the $48\times48$ mesh; on a dense mesh $\Pi$ rises by 0.14% to 0.9194 (eV nm$^2$)$^{-1}$, and $1+V\Pi$ becomes 4.385.

**7. A suspended sheet under a weak modulation**

Take $v=10^6$ m/s, a rough value for graphene, and an electrostatic modulation of wavelength 30 nm and amplitude 20 meV in the plane. Then $\hbar v=0.6582$ eV nm, $e^2=1.4400$ eV nm, and

$$\alpha=\frac{1.4400}{0.6582}=2.188,\qquad q=\frac{2\pi}{30\ \text{nm}}=0.2094\ \text{nm}^{-1},$$

$$\Pi=\frac{0.2094}{4(0.6582)}=0.0795\ (\text{eV nm}^2)^{-1},\qquad V=\frac{2\pi(1.4400)}{0.2094}=43.20\ \text{eV nm}^2.$$

Hence $V\Pi=3.44$ and $\varepsilon=4.44$. The screened amplitude is $20/4.436=4.51$ meV. The density amplitude is $0.07955\times0.004508=3.59\times10^{-4}$ nm$^{-2}$, or $3.59\times10^{10}$ cm$^{-2}$, with fewer electrons where the potential energy is high.

Linear response requires $U\ll\hbar vq=138$ meV; here the ratio is 0.033. In the 12-cell lattice, a potential with the same ratio changes $\Pi$ by 0.014% from its weak-field value. This indicates the size of the nonlinearity, although the period is shorter than in the example.

A unit point charge in the plane is a different matter. Its screened potential energy has magnitude $e^2/(\varepsilon r)$, while the kinetic scale at distance $r$ is $\hbar v/r$. Their ratio is $\alpha/\varepsilon=0.49$ at every distance. It is not small, so linear response is doubtful for such a charge.

**8. Exchange and the drift of the velocity**

The coupling $\alpha\simeq2.2$ is not weak, so RPA is a mean-field approximation here and not a controlled expansion in $\alpha$. Exchange with the filled lower cone shows what it omits. For a state $(\mathbf k,s)$ the exchange energy is

$$\Sigma_s(\mathbf k)=-\int\!\frac{d^2p}{(2\pi)^2}\,V(|\mathbf k-\mathbf p|)\,\frac{1-s\cos\theta_{\mathbf k\mathbf p}}2. \tag{18}$$

The part proportional to $s$ moves the two bands apart. For $p\gg k$, expand $V\simeq(2\pi e^2/p)[1+(k/p)\cos\theta_{\mathbf k\mathbf p}]$. The first term averages to zero against $\cos\theta_{\mathbf k\mathbf p}$, and the second leaves $\int\cos^2\theta\,d\theta=\pi$. A shell $dp$ therefore contributes

$$s\,\frac12\,\frac{p\,dp}{4\pi^2}\,\frac{2\pi e^2}{p}\,\frac kp\,\pi=s\,\frac{e^2k}{4}\,\frac{dp}{p}. \tag{19}$$

Quadrature for $p/k$ from 20 to 200 gives $0.57576\,e^2k$, against $\tfrac14\ln10=0.57565$ from (19). Summing shells from $p\sim q$ to a cutoff $\Lambda$, with the interaction divided by $\varepsilon$, gives the leading-logarithm estimate

$$\frac{v(q)}{v}\simeq1+\frac{\alpha}{4\varepsilon}\ln\frac\Lambda q. \tag{20}$$

Two discs of radius $\Lambda$ with the area of the Brillouin zone give $\Lambda=10.95$ nm$^{-1}$. With $\varepsilon=4.44$ held fixed in (20), the velocity at the example's $q$ rises by a factor 1.49, and (13) with that velocity gives $\varepsilon\simeq3.3$. At one tenth of this $q$ the values are 1.77 and 2.9. The wavevector independence is thus a property of RPA on a cone of fixed velocity; in this estimate exchange replaces it by a slow drift. The estimate keeps only the logarithm. Integrating (18) in full at $k=q$, over a disc of radius $\Lambda$, adds a constant 0.89 to the logarithm if the velocity is read as energy divided by $\hbar k$, the quantity that sets the denominators in (5); this raises both velocity factors by 0.11 and lowers the two values of $\varepsilon$ to about 3.2 and 2.8. For the slope of the band, differentiating $k[\ln(\Lambda/k)+0.89]$ lowers the constant by one, to $-0.11$. The estimate also omits the exchange attraction between an excited electron and the hole it leaves, which is of the same order in the interaction and raises $\Pi$, so it offsets part of the reduction. To first order, with the interaction divided by the fixed $\varepsilon=4.44$, it adds about $0.76\,\alpha^2/\varepsilon$ to the dielectric constant. At the example's $q$ this is about 0.8 if $\alpha$ is taken with the velocity before exchange and about 0.3 with the raised velocity, against a reduction of 1.1 to 1.3. Finally, the estimate takes $10^6$ m/s as the velocity before exchange; if that figure already contains part of the effect, the rise is overcounted.

**9. The model beside a real sheet**

The velocity and lattice constant are rough values for real graphene, and the modulation is chosen to be gentle. For a uniform residual density of $10^{10}$ cm$^{-2}$, a rough figure for a clean suspended sheet, $k_F=\sqrt{\pi n}=0.0177$ nm$^{-1}$, and (16) raises $\Pi$ by 0.11% at 10 K. Without doping, the increase at 10 K is negligible. At 300 K, where $k_BT=25.9$ meV, it is 13%, which moves $\varepsilon$ from 4.44 to 4.89. The largest correction sized here is the exchange rise of the velocity, which taken alone would lower $\varepsilon$ by about a quarter; the electron-hole attraction left out of that estimate acts the other way. Transitions involving the other bands have a finite energy, and their overlap amplitudes are proportional to $q$ because different bands are orthogonal at the same wavevector. Their polarisation is then proportional to $q^2$ and their share of $V\Pi$ to $q$; this share vanishes at long wavelength but has not been sized. The value 4.4 is therefore the RPA result for an undoped cone at zero temperature with the assumed velocity. The corrections sized here show that a real suspended sheet can differ from it noticeably, and they do not bound the total error. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
TESTS
cone integral, Pi hbar v/q (formula 0.25): 0.250000
exchange shift, p/k from 20 to 200, in e2 k: 0.57576
same from the logarithm, in e2 k: 0.57565
12-cell lattice, wavevector: 2.4577 1/nm
12-cell Pi by diagonalization: 0.91812 1/(eV nm^2)
12-cell Pi by sum over states: 0.91812 1/(eV nm^2)
12-cell eps by Hartree iteration: 4.3798
12-cell eps from 1 + V Pi: 4.3798
EXAMPLE
velocity: 1.00e+06 m/s
lattice constant: 0.246 nm
hopping that gives this velocity: 3.090 eV
e^2/(4 pi eps0): 1.4400 eV nm
hbar v: 0.6582 eV nm
alpha: 2.1877
modulation wavelength: 30.0 nm
wavevector q: 0.2094 1/nm
polarisation q/(4 hbar v): 0.07955 1/(eV nm^2)
Coulomb interaction 2 pi e2/q: 43.199 eV nm^2
product V Pi: 3.4364
RPA dielectric constant: 4.4364
alpha/eps: 0.4931
external amplitude: 20.00 meV
screened amplitude: 4.508 meV
induced density amplitude: 3.586e+10 cm^-2
NEGLECTED EFFECTS
energy scale hbar v q: 137.86 meV
kT at 10 K: 0.862 meV
kT at 300 K: 25.85 meV
change of Pi at 10 K: 0.00045 percent
change of Pi at 300 K: 13.09 percent
eps at 300 K: 4.886
residual density: 1.0e+10 cm^-2
its Fermi wavevector: 0.01772 1/nm
change of Pi with it, 10 K: 0.109 percent
lattice, q = 0.2094 1/nm: Pi/(q/4 hbar v) = 1.0008, eps = 4.4390
lattice, q = 0.5000 1/nm: Pi/(q/4 hbar v) = 1.0015, eps = 4.4414
lattice, q = 1.0000 1/nm: Pi/(q/4 hbar v) = 1.0002, eps = 4.4372
lattice, q = 2.0000 1/nm: Pi/(q/4 hbar v) = 0.9896, eps = 4.4008
screened amplitude/(hbar v q): 0.0327
nonlinear change of Pi, 12-cell lattice, same ratio: 0.014 percent
exchange cutoff wavevector: 10.949 1/nm
exchange estimate, q = 0.20944 1/nm: v(q)/v = 1.488, eps = 3.310
exchange estimate, q = 0.02094 1/nm: v(q)/v = 1.772, eps = 2.940
```
